# Why a Defect's Stable Charge Never Rises with the Fermi Energy

## The form fixed by symmetry

The zero of electron energy is arbitrary, and no formation energy may depend on it. This requirement fixes how the Fermi energy enters.

Let a defect carry charge $q$, counted in elementary charges, so that $q=+1$ means one electron has been removed. Raise the energy of every electron by a constant $v$ through a uniform electrostatic potential. A neutral crystal keeps its energy, because its nuclei and electrons contribute opposite shifts. A crystal that lacks $q$ electrons changes its total energy by $-qv$. The removed electrons sit in a reservoir whose energy per electron, $\mu_e$, changes by $+v$. The combination

$$E_{\rm tot}(D^q)+q\mu_e$$

changes by $-qv+qv=0$, and no other multiple of $\mu_e$ would cancel the shift. The reservoir is large, so each electron added to it costs the same $\mu_e$.

Write $\mu_e=E_v+F$, where $E_v$ is the valence-band edge and $F$ is the Fermi energy measured from it. The formation energy is then a straight line in $F$. Its slope is energy divided by energy, a pure number, and that number is the charge $q$.

## Definitions and assumptions

Let $n_i$ be the number of atoms of species $i$ added to the host to make the defect, negative for atoms removed, and let $\mu_i$ be their chemical potentials. The formation energy is

$$E_f(q,F)=E_{\rm tot}(D^q)-E_{\rm tot}({\rm host})-\sum_i n_i\mu_i+q(E_v+F)+E_{\rm corr}(q).$$

The term $E_{\rm corr}$ removes the error of a finite simulation cell. Collecting everything except $qF$ gives

$$E_f(q,F)=E_q+qF .$$

Four assumptions are made.

1. The set of possible charges is finite.
2. The chemical potentials $\mu_i$ are held fixed as $F$ varies.
3. Each $E_q$ belongs to the lowest-energy atomic arrangement for that charge.
4. $E_q$ does not depend on $F$.

The lowest formation energy is

$$E_{\min}(F)=\min_q\,(E_q+qF).$$

A charge that attains this minimum is called stable at $F$. At a crossing, two or more charges may be stable together.

For $p>q$, the charge-transition level $\varepsilon(p/q)$ is the Fermi energy at which the two lines meet. Setting $E_p+p\varepsilon=E_q+q\varepsilon$ gives $(p-q)\varepsilon=E_q-E_p$, hence

$$\varepsilon(p/q)=\frac{E_q-E_p}{p-q}.$$

Changing a $\mu_i$ moves all lines of one defect by the same amount. It changes the formation energy but leaves the levels where they were.

## Theorem

Under assumptions 1 to 4:

(a) $E_{\min}(F)$ is concave.

(b) If $q$ is stable at $a$ and $p$ is stable at $b>a$, then $p\le q$.

(c) $E_{\min}(F)$ is continuous and piecewise linear. Its slope on each segment is the stable charge, which falls at every kink.

"Falls" is meant algebraically. A change from $-1$ to $-2$ is a fall, although the magnitude of the charge grows.

### Proof of (a)

Take $F=\lambda a+(1-\lambda)b$ with $0\le\lambda\le1$. Since $E_q=\lambda E_q+(1-\lambda)E_q$, every line satisfies

$$E_q+qF=\lambda(E_q+qa)+(1-\lambda)(E_q+qb).$$

Neither bracket can be smaller than the minimum at its own Fermi energy, and both weights are non-negative. Therefore

$$E_q+qF\ge\lambda E_{\min}(a)+(1-\lambda)E_{\min}(b).$$

The right side does not contain $q$. Choosing on the left the charge that is stable at $F$ gives

$$E_{\min}(F)\ge\lambda E_{\min}(a)+(1-\lambda)E_{\min}(b).$$

The curve lies on or above each of its chords, which is concavity. $\square$

### Proof of (b)

Stability of $q$ at $a$ and of $p$ at $b$ means

$$E_q+qa\le E_p+pa,\qquad E_p+pb\le E_q+qb.$$

Add the inequalities and cancel $E_q+E_p$ from both sides:

$$qa+pb\le pa+qb.$$

Moving all terms to the right gives

$$0\le pa+qb-qa-pb=(q-p)(b-a).$$

Since $b-a>0$, it follows that $q\ge p$. $\square$

This argument needs no derivative, so it also covers the kinks. Physically, a higher Fermi energy makes it dearer to put electrons into the reservoir, so the defect cannot respond by giving up more of them.

### Lemma: the stability window

Charge $q$ is stable at $F$ precisely when

$$\max_{p>q}\varepsilon(p/q)\le F\le\min_{r<q}\varepsilon(q/r),$$

where a missing bound is read as $-\infty$ or $+\infty$.

*Proof.* Compare $q$ with a higher charge $p$. The condition $E_q+qF\le E_p+pF$ is $E_q-E_p\le(p-q)F$. Dividing by the positive number $p-q$ gives $F\ge\varepsilon(p/q)$. Compare $q$ with a lower charge $r$. The condition $E_q+qF\le E_r+rF$ is $(q-r)F\le E_r-E_q$, so $F\le\varepsilon(q/r)$. All comparisons must hold together. $\square$

### Proof of (c)

By the lemma, each charge is stable on one closed interval, which may be empty or a single point. At every $F$ a finite set has a minimum, so these intervals cover the axis. Two lines of different slope meet once, so two intervals share at most one point.

Drop the empty and one-point intervals. The remaining ones form a closed set that misses at most finitely many points. A closed set that contains all points near a given point also contains that point, so nothing is missed. The axis is thus divided into finitely many segments, and on each of them $E_{\min}=E_q+qF$ with a single $q$. Neighbouring segments meet where their lines cross, so the function is continuous. Their charges differ, and by (b) the charge on the right is the smaller. If the charge changes from $p$ to $q<p$, the slope drops by $p-q$. $\square$

## Remarks on skipped charges

### Three consecutive charges

Define

$$U=E_{q+1}+E_{q-1}-2E_q .$$

Because $\varepsilon(q/q-1)=E_{q-1}-E_q$ and $\varepsilon(q+1/q)=E_q-E_{q+1}$, this is also

$$U=\varepsilon(q/q-1)-\varepsilon(q+1/q).$$

At any $F$, the average of the two outer lines minus the middle line is

$$\frac{E_{q+1}+(q+1)F+E_{q-1}+(q-1)F}{2}-(E_q+qF)=\frac U2,$$

since the terms in $F$ cancel. If $U<0$, the middle line lies above the average of its neighbours, hence above at least one of them, at every $F$. The middle charge is then never stable. Where the outer lines cross, both equal their average, so the middle line is $|U|/2$ above them. If only these three charges compete, the charge jumps by two there, and the theorem still holds.

If $U>0$, the middle charge has a window of width $U$ among these three charges. A charge further away may still narrow or remove it.

### When every charge appears

Order the charges as $q_0>q_1>\dots>q_m$ and let $\varepsilon_k=\varepsilon(q_{k-1}/q_k)$. Line $k$ minus line $k-1$ is

$$E_{q_k}-E_{q_{k-1}}+(q_k-q_{k-1})F=(q_{k-1}-q_k)(\varepsilon_k-F),$$

which is negative when $F>\varepsilon_k$. If the $\varepsilon_k$ strictly increase with $k$, then between $\varepsilon_k$ and $\varepsilon_{k+1}$ the energies fall up to charge $q_k$ and rise after it, so $q_k$ is stable there. If instead $\varepsilon_k\ge\varepsilon_{k+1}$, the lemma leaves $q_k$ no window of finite width. Every charge therefore has a segment if and only if these levels are in rising order.

A numerical test drew 500 sets of six charges between $-4$ and $+4$, with independent energies between 0 and 5 eV. Direct minimisation at 400 Fermi energies per set agreed with the windows, and the charge never rose. All 500 sets skipped at least one charge. Independent energies put all the levels in rising order only rarely, in about 0.3% of such draws.

### Interacting electrons

The theorem does not rest on a one-electron picture. Let $H$ be a many-electron defect Hamiltonian that conserves the charge $Q$. The lowest energy in contact with the reservoir is

$$\min_\psi\langle\psi|H+FQ|\psi\rangle$$

over normalised states. For each fixed $\psi$ this is a straight line in $F$, so the proof of (a) applies unchanged. Since $H$ and $Q$ commute, a ground state with definite charge can be chosen, and $E_q$ is the lowest energy in that charge sector.

As a test, take two orbitals with $Q=2-N$, where $N$ is the electron number. In arbitrary energy units, the orbital energies are 0 and 0.8, the hopping is 0.2, the interactions within the orbitals are $-0.5$ and $0.6$, and the interaction between them is 0.3 per electron pair. The attraction in the first orbital stands for energy gained by lattice relaxation. Diagonalisation without fixing $N$, for $F$ from about $-1$ to 3, gave the charges $+2,0,-1,-2$ in that order, in agreement with the windows built from the separate sector energies.

## Corollary at finite temperature

Let $g_q$ be the degeneracy of charge $q$, with $g_q\ge1$. For one defect that exchanges electrons with the reservoir, define

$$Z=\sum_q w_q,\quad w_q=g_qe^{-(E_q+qF)/kT},\quad \Phi=-kT\ln Z .$$

If vibrations matter, $E_q$ is read as a free energy at the given temperature. Since $dw_q/dF=-qw_q/kT$,

$$\frac{d\Phi}{dF}=-\frac{kT}{Z}\sum_q\left(-\frac{q}{kT}\right)w_q=\sum_q q\,\frac{w_q}{Z}=\langle q\rangle .$$

Differentiating $\langle q\rangle=\sum_q qw_q/Z$ by the quotient rule gives

$$\frac{d\langle q\rangle}{dF}=-\frac{\langle q^2\rangle}{kT}+\frac{\langle q\rangle^2}{kT}=-\frac{{\rm Var}(q)}{kT}\le0 .$$

The corners become smooth, while concavity and the falling charge survive.

The distance from the zero-temperature curve is bounded. The sum $Z$ contains the term of a stable charge, so $Z\ge e^{-E_{\min}/kT}$. No exponential exceeds that of the lowest energy, so $Z\le e^{-E_{\min}/kT}\sum_q g_q$. Taking $-kT\ln$ reverses both inequalities, and

$$0\le E_{\min}-\Phi\le kT\ln\sum_q g_q .$$

As $T\to0$ the bound closes and $\Phi\to E_{\min}$.

## Example: a vacancy-like defect in silicon

The following are round model values in the rough regime of a vacancy in silicon. They are neither computed nor measured. For $q=+2,+1,0,-1,-2$, take $E_q=3.40,\,3.55,\,3.60,\,4.30,\,5.30$ eV. The gap is 1.12 eV and the temperature is 300 K, so $kT=25.85$ meV.

The donor levels are out of order:

$$\varepsilon(+2/+1)=3.55-3.40=0.15\ {\rm eV},$$
$$\varepsilon(+1/0)=3.60-3.55=0.05\ {\rm eV}.$$

Hence $U=0.05-0.15=-0.10$ eV, and charge $+1$ is skipped. The levels that bound the segments are

$$\varepsilon(+2/0)=\frac{3.60-3.40}{2}=0.10\ {\rm eV},$$
$$\varepsilon(0/-1)=4.30-3.60=0.70\ {\rm eV},$$
$$\varepsilon(-1/-2)=5.30-4.30=1.00\ {\rm eV}.$$

As $F$ crosses the gap, the stable charge runs through $+2,0,-1,-2$. The curve rises from 3.40 eV at $F=0$ to 3.60 eV at 0.10 eV, stays flat to 0.70 eV, and falls to 3.06 eV at the conduction-band edge.

Concavity can be read from one chord. At $F=0.05$ and 0.85 eV the curve is at 3.50 and 3.45 eV. The chord midpoint is 3.475 eV, and the curve at $F=0.45$ eV is higher, at 3.60 eV.

### Temperature and degeneracy

Take spin degeneracy 2 for the odd charges and 1 for the even ones. At $F=0.10$ eV, charge $+1$ lies $|U|/2=0.05$ eV above the two stable charges. Relative to each of them its weight is $2e^{-50/25.85}=0.289$, so its share is $0.289/2.289=12.6\%$. A charge that is never stable can still be populated.

Near the $(0/-1)$ level, the ratio of charge $-1$ to charge 0 is $2e^{(F-0.70\,{\rm eV})/kT}$. The shares are equal at $0.70\,{\rm eV}-kT\ln2=0.682$ eV. The step from 10% to 90% takes this ratio from $1/9$ to 9, a width of $2kT\ln9=114$ meV. Over the gap, the largest value found for $E_{\min}-\Phi$ is 28 meV, below the bound $kT\ln7=50$ meV.

Spin is not the whole degeneracy of a distorted defect. Three equivalent orientations of one charge would lower its free energy by a further $kT\ln3=28$ meV, and move a one-electron level by the same amount.

## When the assumption on $E_q$ fails

Let the full energies be general functions $G_q(F)$. Part (b) survives if, for every pair $p>q$, the difference $G_p(F)-G_q(F)$ strictly increases with $F$. Suppose that $q$ were stable at $a$ and the higher charge $p$ at $b>a$. Then the difference would be non-negative at $a$ and non-positive at $b$, which contradicts its increase.

Without this condition the charge can rise. Let $G_0=c$ and $G_{+1}=(c-2F)+F=c-F$, with $F$ in eV and $c$ constant. The neutral charge is stable for $F<0$ and $+1$ for $F>0$. This pair is constructed only to show the failure. Varying the atomic chemical potentials along with $F$ would not produce it, because for one defect that shifts all charges equally and leaves $G_p-G_q$ unchanged. It could still spoil concavity, since the common shift need not be concave in $F$.

### Screening by free carriers

Mobile carriers surround a charged defect, and their density depends on $F$. In linear Debye screening, the cloud around charge $q$ produces at the defect a potential of magnitude $|q|e/(4\pi\epsilon\lambda)$, opposite in sign to the charge. Building up the charge gradually gives half of charge times potential, so the energy changes by $-q^2s(F)$ with

$$s=\frac{e^2}{8\pi\epsilon\lambda},\qquad \lambda=\sqrt{\frac{\epsilon kT}{e^2(n+p)}} .$$

Here $\epsilon$ is the permittivity, and $n$ and $p$ are the electron and hole densities. For non-degenerate carriers with equal band densities of states, $n+p\propto\cosh x$, where $x$ is the distance of $F$ from midgap in units of $kT$. Therefore $s\propto\sqrt{\cosh x}$, and

$$\frac{d^2}{dx^2}\sqrt{\cosh x}=\frac{2\cosh^2x-\sinh^2x}{4\cosh^{3/2}x}=\frac{\cosh^2x+1}{4\cosh^{3/2}x}>0 .$$

Since $s$ is convex, each $E_q+qF-q^2s$ is concave. A minimum of concave functions is concave by the argument of (a), with the first equality replaced by $\ge$. Concavity survives in this estimate, but the segments of the charged states bend and their slopes are no longer whole numbers. The neutral segment stays flat.

With a rough density-of-states mass of 1.1 electron masses and relative permittivity 11.7, the hole density at $F=0.10$ eV is $6.0\times10^{17}$ cm$^{-3}$. Boltzmann statistics overestimate it by 0.7%, so carrier degeneracy is minor there. The Debye length is 5.3 nm, and charge $+2$ is lowered by $4s=47$ meV. Equating the energies of $+2$ and 0 gives $F=0.10\,{\rm eV}+2s(F)$, whose solution is 0.117 eV. Likewise, $F=1.00\,{\rm eV}-3s(F)$ moves the last level to 0.983 eV. Both shifts depend on the band density of states, here $2.9\times10^{19}$ cm$^{-3}$. With $1.0\times10^{19}$ cm$^{-3}$ they drop from 17 meV to between 11 and 12 meV. With bent lines, concavity alone does not give (b). The slope of $G_p-G_q$ is $(p-q)\,[1-(p+q)\,ds/dF]$, and for these charges it is positive for every pair when $3|ds/dF|<1$. That holds from about 0.08 to 1.04 eV, where a scan found no rise of the stable charge. Closer to the band edges the condition fails, first for the pairs $(-1,-2)$ and $(+2,+1)$. These lie far above the minimum there, and the stable order $+2,0,-1,-2$ is unchanged across the gap.

These shifts are size estimates, for two reasons. Linear screening requires potential energies well below $kT$, but the unscreened energy of a hole one Debye length from charge $+2$ is $4s=47$ meV, nearly twice $kT$. The density of the repelled holes cannot fall below zero, so the linear formula overstates the shift. The same holds for electrons near the negative charges. The nonlinear Poisson–Boltzmann equation for the same model gives level shifts of 13 to 14 meV instead of 17 meV. In addition, the mean hole spacing, 11.9 nm, exceeds the Debye length, so the cloud is not a smooth continuum.

### The finite simulation cell

A periodic calculation of a charged defect has a different error. To leading order, for a point charge in a cubic cell of edge $L$ with a neutralising background, the uncorrected energy is too low by

$$q^2\,\frac{\alpha e^2}{8\pi\epsilon L},\qquad \alpha=2.837 .$$

For 216 silicon atoms, $L=1.63$ nm and this leading term is $0.107q^2$ eV. Corrections for the spread of the charge are left out here. For a Gaussian defect charge of rms radius 0.2 to 0.4 nm they offset 2 to 9% of the leading term in this cell, and a third only for a radius near 0.8 nm, half the cell edge. An estimate that spreads the screening charge evenly over the cell also gives about a third, at any $L$. The numbers below therefore show the size of the effect and are not a ready correction. The error does not depend on $F$, so the theorem holds for the uncorrected energies too, but with wrong levels. Because $(q+1)^2+(q-1)^2-2q^2=2$, the leading term lowers every $U$ by 0.214 eV. Here it would turn $-0.10$ eV into $-0.31$ eV. A small positive $U$ could likewise appear negative, and a charge could be wrongly declared skipped.

## The model beside real silicon

The silicon vacancy does have donor levels near the valence band in the inverted order used here. Its acceptor levels are less certain, and the values 0.70 and 1.00 eV should be read as model choices. With these model values and formation entropy left out, the equilibrium site fraction $e^{-E_{\min}/kT}$ at 300 K is below $10^{-50}$ throughout the gap, so vacancies found in a device are left over from processing or irradiation. The diagram then describes their charge, not their number. Isolated vacancies are also mobile at room temperature and form complexes, which have their own $E_q$ and levels.

In a device, doping and temperature vary. In the linear estimate above, which overstates the effect, screening moves the outer levels by about 17 meV. Warming from 300 to 400 K narrows the gap by roughly 30 meV, which leaves the last level inside it if the levels stay fixed relative to the valence band. Under illumination or bias, electrons and holes may have no common Fermi energy. Capture and emission rates then set the charge, and the theorem does not apply. The values behind these estimates are collected in the numerical output.

## Computed results

```
Random defects tested: 500 ; with skipped charges: 500
Fock-space model, stable charges as F rises: [2, 0, -1, -2]
Input E_q, q = +2: 3.40 eV
Input E_q, q = +1: 3.55 eV
Input E_q, q = +0: 3.60 eV
Input E_q, q = -1: 4.30 eV
Input E_q, q = -2: 5.30 eV
Gap: 1.12 eV; temperature: 300 K; kT: 25.85 meV
Level (+2/+0): 0.100 eV, E_min there: 3.600 eV
Level (+0/-1): 0.700 eV, E_min there: 3.600 eV
Level (-1/-2): 1.000 eV, E_min there: 3.300 eV
Crossing (+2/+1): 0.150 eV; (+1/+0): 0.050 eV
U of charge +1: -0.100 eV; its height at (+2/+0): 0.050 eV
F = 0.00 eV: E_min = 3.400 eV, charge [2]
F = 0.05 eV: E_min = 3.500 eV, charge [2]
F = 0.45 eV: E_min = 3.600 eV, charge [0]
F = 0.85 eV: E_min = 3.450 eV, charge [-1]
F = 1.12 eV: E_min = 3.060 eV, charge [-2]
Chord midpoint, F = 0.05 to 0.85: 3.475 eV
Share of charge +1 at (+2/+0): 12.6 %
Largest thermal lowering E_min - Phi: 28.4 meV
Bound kT ln(sum g): 50.3 meV
10-90 % width of the (+0/-1) step: 114 meV
Equal shares of 0 and -1 at F = 0.682 eV
Shift for threefold orientation, kT ln 3: 28.4 meV
Rough inputs: mass ratio 1.1, relative permittivity 11.7
Hole density at (+2/+0): 6.01e+17 cm^-3
Electron density at (-1/-2): 2.78e+17 cm^-3
Boltzmann error in hole density: 0.74 %
Debye length at (+2/+0): 5.3 nm
Mean hole spacing there: 11.9 nm
Screening energy of charge +2 there: 47 meV
Screened level (+2/+0): 0.117 eV
Screened level (-1/-2): 0.983 eV
Gap narrowing, 300 to 400 K: 30 meV
Madelung constant, cubic cell: 2.8373
Cell edge, 216 atoms: 1.629 nm
Image error per squared charge: 107 meV
U of charge +1 without image correction: -0.314 eV
log10 of site fraction exp(-E_min/kT) at (+2/+0): -60.5
```
